Decay of a Hot-and-Cold Temperature Profile in a Periodic Cell

Suppose that heat spreads by diffusion along a cell of length L. The diffusivity D has the dimension length squared over time, and L is the one length available. If the diffusion equation is linear, the size of the temperature difference cannot affect a decay rate. The rate must therefore have the form

Γ = a D/L²,

where a is a pure number. Symmetry fixes a. A uniform periodic cell looks the same after any shift along its length, so its temperature modes can be chosen as waves that fit the cell. The longest non-uniform wave has wavelength L and wave number 2π/L. Diffusion brings in the square of the wave number, which gives a = 4π².

To derive this result with its amplitudes, let x run along the cell, with x and x + L denoting the same place. The half 0 < x < L/2 starts at temperature T_h, and the other half starts at T_c < T_h. The temperature is uniform across the section, so one coordinate is enough. The cell is isolated after the two halves have been prepared. The algebra may be read in atomic units, with Boltzmann's constant k_B kept because temperature is in kelvin. Neither ħ nor the electron charge enters, and the equations hold in any consistent units.

Let C be the heat capacity per volume, κ the thermal conductivity and J the heat current per area in the positive x direction. Energy conservation in a thin slice gives

C ∂T/∂t = −∂J/∂x.

Fourier's law is the physical assumption:

J = −κ ∂T/∂x.

The minus sign sends heat towards lower temperature. With C and κ constant, substitution gives

∂T/∂t = D ∂²T/∂x², D = κ/C.

Now try a mode exp(iqx) f(t). Two spatial derivatives produce −q², so

df/dt = −Dq² f, f(t) = f(0) exp(−Dq²t).

Periodicity requires exp(iqL) = 1, hence

q_n = 2πn/L, Γ_n = Dq_n² = n² (4π²D/L²).

The case n = 0 is the mean temperature, which does not decay because the cell is isolated. The slowest non-uniform modes have n = 1, and their rate is

Γ = 4π²D/L².

There are two of them, a sine and a cosine, because a shift of the wave does not alter its rate. The hot-and-cold profile selects one combination. Write T_m = (T_h + T_c)/2 and ΔT₀ = T_h − T_c. The initial deviation from T_m is +ΔT₀/2 in the hot half and −ΔT₀/2 in the cold half. It is odd about x = 0, so no cosine appears. The sine coefficients are

b_n = (2/L) ∫₀ᴸ [T(x,0) − T_m] sin(q_n x) dx

= (ΔT₀/L) [∫₀^(L/2) sin(q_n x) dx − ∫_(L/2)^L sin(q_n x) dx].

The first integral is L[1 − cos(πn)]/(2πn), and the second is its negative. Therefore

b_n = ΔT₀ [1 − cos(πn)]/(πn).

This vanishes for even n and equals 2ΔT₀/(πn) for odd n. The full solution is

T(x,t) = T_m + Σ_(n odd) [2ΔT₀/(πn)] sin(q_n x) exp(−n²Γt).

The slowest mode is present from the start, with amplitude 2ΔT₀/π. The next mode in the profile has n = 3 and decays nine times as fast.

A simulation can follow the sine amplitude itself, or the simpler difference ΔT(t) between the mean temperatures of the two halves. The mean of sin(q_n x) over the hot half, for odd n, is

(2/L) ∫₀^(L/2) sin(q_n x) dx = 2/(πn).

Over the cold half it is −2/(πn). Each mode thus contributes its amplitude times 4/(πn), and

ΔT(t) = ΔT₀ Σ_(n odd) [8/(π²n²)] exp(−n²Γt).

At t = 0 the sum of 1/n² over odd n is π²/8, which restores ΔT₀. Relative to the n = 1 term, the n = 3 term is (1/9)exp(−8Γt). It falls to one per cent when

exp(−8Γt) = 9/100, t = ln(100/9)/(8Γ).

After about 0.30 decay times, then, the difference is close to a single exponential, with the reduced prefactor 8/π².

The opposite limit, soon after the halves are joined, looks quite different. Heat has not yet crossed a half-cell, so the two interfaces act independently. Near one interface, with z the distance measured into the hot side, the diffusion solution is

T = T_m + (ΔT₀/2) erf[z/√(4Dt)].

Since the derivative of erf at zero is 2/√π, the gradient at the interface is ΔT₀/√(4πDt). The heat that leaves the hot half per area, through both interfaces, is

Q = 2κΔT₀ ∫₀ᵗ dt′/√(4πDt′) = 2κΔT₀ √[t/(πD)].

The hot half has heat capacity CL/2 per area. Its mean temperature falls by

Q/(CL/2) = (4D/L) ΔT₀ √[t/(πD)] = (4ΔT₀/L) √(Dt/π).

The cold half warms by the same amount, so

ΔT(t)/ΔT₀ ≈ 1 − (8/L) √(Dt/π), √(4Dt) ≪ L/2.

This square-root fall is the combined action of many short-wave modes. An exponential fitted from t = 0 mixes it with the slow decay and gives too large a diffusivity.

The boundary condition matters as much as the length. Consider a bar of length L with insulating ends, hot in one half and cold in the other. Reflect it in one end and join it to its image. The reflected profile has no heat current at the ends, as required, and it forms a periodic cell of length 2L with equal hot and cold parts. Its slowest rate is therefore

Γ_ins = 4π²D/(2L)² = π²D/L².

At equal L and D this is four times slower than the periodic cell. The periodic cell has two interfaces, and heat need travel only half as far.

For a numerical example, take a classical simulation cell in the regime of cerium dioxide, CeO₂, an insulating oxide. The inputs are rough typical values, not computed properties: a cubic lattice constant of 5.4 Å and a conductivity of 8 W/(m K) near 400 K. The cell is 200 cubic cells long and 6 by 6 across, so L = 200 × 5.4 = 1080 Å. With 12 atoms per cubic cell it contains N = 200 × 36 × 12 = 86400 atoms. The halves start at 450 K and 350 K.

In the classical harmonic approximation each atom contributes 3k_B to the heat capacity. Thus

C = 36k_B/(5.4 Å)³ = 1.970 × 10⁻⁵ eV/(Å³ K).

The conductivity converts to 4.993 × 10⁻³ eV/(ps Å K), and division by C gives

D = 253 Å²/ps = 0.0253 cm²/s.

The slowest rate and its decay time are

Γ = 4π² × 253.45/1080² = 0.00858 ps⁻¹, 1/Γ = 117 ps.

The initial sine amplitude is 2 × 100/π = 63.7 K. The series for the half-cell difference gives 77.3 K after 0.1 decay times, 49.3 K after 0.5, 29.8 K after one and 11.0 K after two. The first value lies in the square-root regime: there Dt/L² = 0.1/(4π²), and the early-time formula also gives 77.3 K.

In a simulation the argument runs backwards. The decay rate is measured, and the transport coefficients follow from

D = ΓL²/(4π²), κ = CD.

Here C must be the heat capacity of the simulated classical system. Thermal expansion, which makes this value depend slightly on whether stress or strain is held fixed, is left out of the model. Using the model differences at 0.5 and 2 decay times gives

Γ_fit/Γ = ln(49.264/10.970)/1.5 ≈ 1.001.

The small excess comes from the remaining n = 3 term. If the initial difference and the value after one decay time are used instead, the ratio becomes

Γ_fit/Γ = ln(100/29.820) = 1.21.

The inferred diffusivity is then 307 Å²/ps, or 21% above the input. This error is present without any noise. Its main part is ln(π²/8) = 0.21, the cost of treating the slow mode as though it carried the whole initial difference. A longer cell does not remove it if the fit window is stretched in proportion to L².

Noise sets the other end of the useful window. In classical equilibrium each velocity component is Gaussian, and its estimate of temperature, mv²/k_B, has mean T and variance 2T². One half-cell has 3N/2 components, so its kinetic temperature has variance

2T²/(3N/2) = 4T²/(3N).

This holds in an ensemble at fixed temperature, where the two halves have independent velocities and their variances add. Within one isolated run the total energy is fixed. For a harmonic solid this lowers the variance of each half by a quarter and anticorrelates the two halves. By symmetry the difference is uncorrelated with the total energy, so its variance is unchanged. In either case the root-mean-square noise in the difference is

δT = T √[8/(3N)].

At 400 K this is 2.2 K. It is about 7% of the signal after one decay time and 20% after two. Averaging M independent runs divides it by √M. Closely spaced readings from one run are not equivalent to independent runs, because slow energy fluctuations relax by the same diffusion as the signal.

Fourier's law also needs phonons to scatter many times within a wavelength. The size of the correction can be found from the Boltzmann equation with one phonon speed v and one lifetime τ. Let g(x,μ,t) be the temperature deviation carried by phonons whose direction makes an angle with the x axis of cosine μ. Then

∂g/∂t + vμ ∂g/∂x = (θ − g)/τ, θ = ½ ∫₋₁¹ g dμ.

Scattering drives every direction towards θ, and this choice of θ conserves energy. For a mode proportional to exp(iqx − Γt), put K = qvτ and s = 1 − Γτ. The equation becomes

g (s + iKμ) = θ.

Averaging over directions and dividing by θ gives

1 = ½ ∫₋₁¹ dμ/(s + iKμ) = ∫₀¹ s dμ/(s² + K²μ²) = (1/K) arctan(K/s).

The imaginary part has dropped out because it is odd in μ. Hence K/s = tan K, and

Γτ = 1 − K cot K, 0 < K < π/2.

The upper limit keeps s positive. Beyond it this decaying mode no longer exists in the model. For small K,

K cot K = 1 − K²/3 − K⁴/45 − …

and therefore

Γ ≈ (K²/3τ)(1 + K²/15) = Dq²(1 + K²/15), D = v²τ/3.

With a rough sound speed of 40 Å/ps, the example has τ = 3D/v² = 0.475 ps and a mean free path vτ = 19 Å. Then K = 2π × 19.01/1080 = 0.111, and the rate rises by 0.08% relative to the diffusive value. For a single lifetime, this cell is long enough.

A real crystal has many lifetimes, and this can change even the sign of the correction. Keep one speed, but let group i have lifetime τ_i and a fraction w_i of the heat capacity. Angle brackets with powers of τ now denote averages with weights w_i. Energy conservation in scattering requires

Σ_i (w_i/τ_i)[1 − A_i] = 0, A_i = ½ ∫₋₁¹ dμ/(s_i + iK_iμ),

with s_i = 1 − Γτ_i and K_i = qvτ_i. At long wavelength Γτ_i is of order K_i². Keeping terms through fourth order in q gives

A_i − 1 = Γτ_i + Γ²τ_i² − K_i²/3 − K_i²Γτ_i + K_i⁴/5.

Multiplication by w_i/τ_i and summation yield

Γ = q²v²⟨τ⟩/3 − Γ²⟨τ⟩ + q²v²Γ⟨τ²⟩ − q⁴v⁴⟨τ³⟩/5.

The first term is the diffusive rate Dq², now with D = v²⟨τ⟩/3. Inserting it for Γ in the small terms, and dividing by it, gives the relative change

(Γ − Dq²)/(Dq²) ≈ (qv)² [⟨τ²⟩ − ⟨τ⟩²/3 − 3⟨τ³⟩/(5⟨τ⟩)].

For one lifetime the bracket is τ²(1 − 1/3 − 3/5) = τ²/15, as before. With a broad spread the third moment can dominate and make the change negative.

As an illustration, hold D and v fixed and let a tenth of the heat capacity carry half the conductivity. The shares 0.1 and 0.9 then have lifetimes 5⟨τ⟩ and (5/9)⟨τ⟩, or 2.38 ps and 0.264 ps. The bracket is −5.15⟨τ⟩², so the leading estimate is −5.15 × 0.1106² = −6.3%. Solving the two-group equation as a matrix eigenvalue problem, with 40 directions per group, gives −5.4%. The difference comes from higher orders: the long-lived group has a free path of 95 Å and K = 0.55. In a cell twice as long the change is −1.5%. A diffusivity read from the shorter cell would thus be about 5% below its long-cell value, although the single-lifetime estimate suggested almost no error. The mean free path alone does not decide whether a cell is long enough.

The temperature step brings in another approximation, because κ depends on temperature. Suppose κ is proportional to 1/T while C is constant. Reversing the sign of ΔT₀ is equivalent to shifting the cell by L/2, which cannot alter the relative decay of the sine amplitude. The change in its fitted rate is therefore even in ΔT₀, and for a small step its leading term is in general quadratic. A numerical solution on 80 slices, fitted between 0.5 and 2 decay times, gives a change of 0.017% for the 100 K step and 0.004% for a 50 K step. For this law and this window the effect is negligible beside the noise and the spread of lifetimes.

None of these estimates shows that atoms obey Fourier's law. A simple mechanical model can show diffusive scaling without having a diffusion equation built into it. Take a periodic chain of unit masses with displacements u_j, momenta p_j and energy

H = Σ_j [p_j²/2 + (u_(j+1) − u_j)²/2 + u_j⁴/4].

The quartic term pins each site and scatters the waves. This is a dimensionless model, not a model of CeO₂. Its halves were prepared by random thermostats at temperatures 2.5 and 1.5, with k_B = 1, and then released to follow Newton's equations. The sine amplitude of the kinetic temperature was averaged over 2000 copies of a 64-site chain and 1000 copies of a 128-site chain. Exponentials were fitted over times from 0.005 to 0.02 times the squared number of sites.

The fitted rates are 0.0128 and 0.00335 per model time unit. Their ratio is 3.83, near the diffusive value of 4 and far from the value of 2 that a transit time proportional to length would give. The corresponding diffusivities are 1.33 and 1.39 sites² per time unit, the shorter chain being 4% lower. A dependence of C and κ on temperature does not account for this gap. In the variables x/L and t/L² the equation C(T) ∂T/∂t = ∂(κ(T) ∂T/∂x)/∂x contains no L, and both fits cover the same scaled times. The gap is comparable with the statistical error, which is several per cent for each fitted rate with this many copies. It is therefore no evidence for an effect of finite free paths, though the noise is far too small to confuse a ratio of 4 with a ratio of 2.

For an actual CeO₂ film, the figure of 117 ps is a scale and not a prediction. The assumed conductivity is of the size expected for dense material near 400 K, but vacancies and grain boundaries can lower it. At fixed C and L the decay time varies as 1/κ, so half the conductivity means twice the time. A film also has ends in place of periodic images: with insulating ends, the same length and diffusivity give 4 × 117 ≈ 470 ps. Contact with a substrate opens a further path for heat, which this model omits. Finally, atomic vibrations are quantum mechanical. A Debye estimate with a rough Debye temperature of 480 K puts the heat capacity at 0.93 of its classical value at 400 K. At fixed κ, this raises D and reduces the decay time to 0.93 of its classical value. A single Debye temperature understates the freezing of the high optical modes, and the measured heat capacity of CeO₂ near 400 K is closer to 0.9 of the classical value. Quantum changes in κ itself are not included.

These estimates set the conditions for using the decay as a measurement. A fit to the half-cell difference should begin after the n = 3 term has died away, here at about 35 ps for a one per cent share, and end while the signal still stands above the averaged noise. The cell length should then be increased and ΓL²/(4π²) followed over several lengths. If it continues to change, long free paths are a possible cause, and a single cell does not yet give the bulk diffusivity. Agreement after one doubling is not enough, because convergence can be slow. In a Debye spectrum with τ proportional to ω⁻², each frequency interval carries the same share of the conductivity and ⟨τ³⟩ diverges, so the fourth-order expansion fails. The phonons with K above about 1 then lie below a frequency proportional to √q, and the deficit falls only as about L^(−1/2). With the same ⟨τ⟩ as above, the many-lifetime equation puts the apparent diffusivity 17% below the bulk value at L and 12% below at 2L, a change of only 5%. The width needs its own check, because a narrow periodic cross-section restricts the phonon wave vectors that can carry and scatter heat.
